# Screening in Vertical Transitions from a Relaxed Charged Defect

A localized defect in a cubic insulator has charge $q$, and the ions around it have relaxed. Its charge then changes to $q'=q+\Delta$ so fast that the ions stay where they were, while the electrons adjust fully. The vertical energy is the final energy minus the initial one. It is calculated in a cubic supercell of side $L$, repeated periodically, but wanted for a single defect in an infinite crystal. The problem is to find the leading size error and the dielectric constants that govern it.

Hartree atomic units are used. Charges are in units of $e$, so adding an electron means $\Delta=-1$. The electronic dielectric constant, with ions clamped, is $\varepsilon_\infty$; the static one, with ions free, is $\varepsilon_0$. Each supercell contains a uniform compensating background, and its average electrostatic potential is set to zero. The ions are harmonic, the electronic response is linear, and there are no free carriers. The crystal is not piezoelectric, so slowly varying strain does not add to the screening. Band-edge referencing, the alignment of short-range potentials, the electron reservoir and short-range quantum energies are separate matters. Their contributions are left out here and taken not to depend on $L$.

## (a) Relaxed and clamped responses

**Question.** Let $u$ collect the ionic displacements from equilibrium at $Q=0$, and let $p$ collect the electronic polarization coordinates. Eliminate $p$, then relax $u$ for charge $q$.

**Solution.** In the harmonic, linear regime the energy is quadratic in $Q$, $u$ and $p$:

$$E=\tfrac12 wQ^2+Q\,d\cdot u+\tfrac12u\cdot C_0u+\tfrac12p\cdot Mp+p\cdot(cQ+Zu).$$

Here $M$ and $C_0$ are symmetric stiffness matrices, and $w,d,c,Z$ are couplings. There is no term linear in $u$ alone, because $u=0$ is the equilibrium at $Q=0$. The electrons minimize $E$, so $Mp=-(cQ+Zu)$. Inserting this makes the last two terms equal to $-\tfrac12(cQ+Zu)\cdot M^{-1}(cQ+Zu)$. Sorting by powers of $Q$ and $u$ gives

$$E(Q,u)=\tfrac12aQ^2+Q\,b\cdot u+\tfrac12u\cdot Cu,$$

$$a=w-c\cdot M^{-1}c,\quad b=d-Z^{T}M^{-1}c,\quad C=C_0-Z^{T}M^{-1}Z.$$

The number $a$ is the response with clamped ions: at $u=0$ the energy is $aQ^2/2$.

For ions relaxed at $Q=q$, the condition $qb+Cu=0$ gives $u_q=-q\,C^{-1}b$. Therefore

$$b\cdot u_q=-q\,b\cdot C^{-1}b,\qquad \tfrac12u_q\cdot Cu_q=\tfrac12q^2\,b\cdot C^{-1}b .$$

Define $s=a-b\cdot C^{-1}b$. The relaxed energy is then

$$E(q,u_q)=\tfrac12aq^2-q^2(a-s)+\tfrac12q^2(a-s)=\tfrac12sq^2 .$$

Thus $s$ is the response with both ions and electrons relaxed. Moving the whole crystal, defect included, costs no energy, and such translations are left out of $u$. For the remaining displacements a stable lattice has positive definite $C$, so $s\le a$: ionic relaxation cannot raise the energy.

## (b) The vertical energy

**Question.** Express $T=E(q',u_q)-E(q,u_q)$ through $s$ and $a$.

**Solution.** The ions keep the displacements $u_q$, but the charge multiplying $b\cdot u_q$ is now $q'$:

$$E(q',u_q)=\tfrac12aq'^2-q'q(a-s)+\tfrac12q^2(a-s).$$

Subtract the same expression with $q'$ replaced by $q$. The last term cancels, leaving

$$T=\tfrac12a(q'^2-q^2)-(a-s)q(q'-q).$$

Since $q'^2-q^2=2q\Delta+\Delta^2$, the two terms $\pm aq\Delta$ cancel, and

$$T=s\,q\Delta+\tfrac12a\,\Delta^2 .$$

The added charge meets the potential of the old charge with its fully relaxed surroundings, which gives $s$. It also interacts with the polarization it induces itself. Only electrons can supply that polarization, which gives $a$.

This identity uses neither cubic symmetry nor a large cell. It holds for the supercell, with responses $s_L,a_L$, and for the isolated defect, with $s_{\rm iso},a_{\rm iso}$. Each system has its own relaxed ions, so the size error includes the difference between the two ionic configurations.

## (c) Size dependence of the responses

**Question.** Find the leading difference between $s_L$ and $s_{\rm iso}$, and between $a_L$ and $a_{\rm iso}$.

**Solution.** Take first defects that do not change how the crystal around them responds. In linear response, the relaxed energy of several equal-shaped defect charges $Q_i$ at equivalent sites $\mathbf R_i$ is $\tfrac12\sum_{ij}Q_iQ_jS(\mathbf R_i-\mathbf R_j)$, with $S(0)=s_{\rm iso}$. A periodic array has equal charges at all supercell vectors $\mathbf T$. Per supercell this gives

$$s_L=s_{\rm iso}+\sum_{\mathbf T\ne0}S(\mathbf T)-\text{(background)} .$$

The background removes the zero-wavevector component and makes the sum finite.

At large distance $S$ is governed by small wavevectors. A slowly varying charge is screened macroscopically, so

$$S(\mathbf k)=\frac{4\pi}{\varepsilon_0k^2}+h_0(\mathbf k)+h_2(\mathbf k)+\dots,$$

where $h_m$ is homogeneous of degree $m$: $h_m(\lambda\mathbf k)=\lambda^mh_m(\mathbf k)$ for $\lambda>0$. Apart from the Coulomb factor $4\pi/k^2$, all couplings are short-ranged and have power series in the components of $\mathbf k$. Eliminating ions and electrons by linear algebra makes $S(\mathbf k)$ a ratio of two such series. Each $h_m$ is therefore a ratio of polynomials, and $h_m(-\mathbf k)=(-1)^mh_m(\mathbf k)$. Exchanging two charges cannot change their interaction, so $S(-\mathbf k)=S(\mathbf k)$, and the odd degrees are absent. Rescaling $\mathbf k$ in the three-dimensional Fourier integral shows that degree $m$ becomes degree $-3-m$ in distance. Hence the first term gives $1/(\varepsilon_0T)$ and the next falls as $T^{-3}$.

All supercell vectors scale with $L$, so the lattice sums of these terms scale as $L^{-1}$ and $L^{-3}$. The angular average of $h_0$ gives a contact term at $\mathbf T=0$, which belongs to $s_{\rm iso}$; leaving out its zero-wavevector component costs another amount of order $L^{-3}$. The rest of $h_0$ has zero angular average, so its $T^{-3}$ sum has no logarithmic growth.

For the leading term, let $-\alpha/L$ be the potential at one unit point charge due to all its images and the background, in vacuum. Then

$$s_L-s_{\rm iso}=-\frac{\alpha}{\varepsilon_0L}+O(L^{-3}),\qquad a_L-a_{\rm iso}=-\frac{\alpha}{\varepsilon_\infty L}+O(L^{-3}).$$

The second relation follows from the same argument with clamped ions.

To evaluate $\alpha$, set $L=1$. The zero-average potential of the array is $\sum_{\mathbf G\ne0}(4\pi/G^2)e^{i\mathbf G\cdot\mathbf r}$. Split $4\pi/G^2$ with the factor $e^{-G^2/4\eta^2}$. The remainder, $(4\pi/G^2)(1-e^{-G^2/4\eta^2})$, is the transform of ${\rm erfc}(\eta r)/r$, whose value at $G=0$ is $\pi/\eta^2$. It can therefore be summed in real space if $\pi/\eta^2$ is subtracted. Removing the charge's own $1/r$ leaves $[{\rm erfc}(\eta r)-1]/r\to-2\eta/\sqrt\pi$ as $r\to0$. Thus

$$-\alpha=\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}e^{-G^2/4\eta^2}+\sum_{\mathbf T\ne0}\frac{{\rm erfc}(\eta T)}{T}-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{\eta^2}.$$

The result cannot depend on $\eta$, and two values of $\eta$ were tested to agree. They give $\alpha=2.837297$.

## (d) The correction

**Question.** What must be added to the supercell energy $T_L$?

**Solution.** Apply part (b) to both systems and subtract:

$$T_{\rm iso}-T_L=(s_{\rm iso}-s_L)q\Delta+\tfrac12(a_{\rm iso}-a_L)\Delta^2 .$$

Part (c) then gives

$$\boxed{T_{\rm iso}=T_L+\frac{\alpha}{L}\left[\frac{q\Delta}{\varepsilon_0}+\frac{\Delta^2}{2\varepsilon_\infty}\right]+O(L^{-3})}$$

The cross term carries static screening, although the ions do not move during the transition: they had already moved in response to $q$. The self term carries electronic screening because the ions have not responded to $\Delta$.

If the ions contribute no screening, $\varepsilon_0=\varepsilon_\infty=\varepsilon$, and the bracket becomes $(q'^2-q^2)/(2\varepsilon)$, the difference of two ordinary charged-cell corrections. If $q=0$, there is no frozen polarization caused by a defect charge, and only $\Delta^2/(2\varepsilon_\infty)$ remains.

The old and added charges may have different shapes. Their Fourier components at small $k$ still begin with $q$ and $\Delta$, so the $1/L$ term is unchanged. A real defect may also change the response of nearby ions and electrons. This adds only dipoles and higher multipoles to its distant field. The interactions of a charge with the image dipoles at $\mathbf T$ and $-\mathbf T$ cancel, and what remains is of order $L^{-3}$. The $1/L$ term does fail if the added carrier spreads over the supercell, because then $\Delta$ is not a localized charge. Strongly anharmonic ions or a nonlinear electronic response invalidate part (a), and free carriers invalidate the small-$k$ form in part (c). Since the correction removes the response present in the supercell calculation, $\varepsilon_0$ and $\varepsilon_\infty$ should describe the crystal as that calculation treats it.

## (e) The frozen polarization as a charge

**Question.** Represent the frozen ions by an effective charge $q_{\rm ion}$ that the electrons screen. Find it, and recover the bracket in part (d).

**Solution.** Before the transition, the charge seen from far away is $q/\varepsilon_0$. The same charge results if the electrons screen $q+q_{\rm ion}$:

$$\frac{q+q_{\rm ion}}{\varepsilon_\infty}=\frac q{\varepsilon_0}
\quad\Longrightarrow\quad q_{\rm ion}=-q\left(1-\frac{\varepsilon_\infty}{\varepsilon_0}\right).$$

During the transition $q_{\rm ion}$ is fixed. When a part $x$ of the new charge has been added, the distant charge is

$$\frac{q+x+q_{\rm ion}}{\varepsilon_\infty}=\frac q{\varepsilon_0}+\frac x{\varepsilon_\infty}.$$

The next element $dx$ is added in the potential of the images of this screened charge. Integration gives

$$\int_0^\Delta\left(\frac q{\varepsilon_0}+\frac x{\varepsilon_\infty}\right)dx=\frac{q\Delta}{\varepsilon_0}+\frac{\Delta^2}{2\varepsilon_\infty},$$

as before. The frozen ionic polarization is thus itself screened by electrons. Together with the electronically screened old charge, it produces the factor $1/\varepsilon_0$.

## (f) Neutral final states and return transitions

**Question.** Does a neutral final state need a correction? What is the size error of the sum of the forward and backward vertical energies, each starting from its own relaxed geometry?

**Solution.** Write $D=1/\varepsilon_\infty-1/\varepsilon_0$. For $q'=0$, the final energy in part (b) reduces to $E(0,u_q)=\tfrac12q^2(a-s)$, so

$$E_{\rm iso}(0,u_q)-E_L(0,u_q)=\frac{\alpha q^2D}{2L}+O(L^{-3}).$$

The defect is neutral, but its frozen surroundings are not electrically invisible. By part (e), their distant charge is $q_{\rm ion}/\varepsilon_\infty=-qD$.

For the return transition, replace $q$ by $q'$ and $\Delta$ by $-\Delta$. The sum is

$$T_{q\to q'}+T_{q'\to q}=s(q-q')\Delta+a\Delta^2=(a-s)\Delta^2,$$

because $q-q'=-\Delta$. This is the energy released by ionic relaxation over the whole cycle, and its leading correction is $\alpha D\Delta^2/L$. This correction does not depend on the starting charge, and it vanishes when the ions do not screen.

## (g) A microscopic test

**Question.** Test the result on a crystal whose energy can be minimized without using the correction formula.

**Solution.** Take a model simple cubic crystal with lattice constant 8 bohr. Each lattice site carries an electronic dipole $\mathbf p_e$ and an ionic dipole $\mathbf p_i$, with bare polarizabilities $\gamma_e=102.4$ and $\gamma_i=614.4$ bohr³. These are 0.2 and 1.2 times the cell volume, chosen for the model and not taken from a material. The dipoles and the defect charge at a cube centre are smeared into Gaussians with form factor $e^{-\sigma^2K^2/2}$, where $\sigma=2.40$ bohr for the electronic dipoles, 2.72 bohr for the ionic dipoles and 2.40 bohr for the defect. The dielectric constants below depend on the two dipole widths as well as on the polarizabilities. The sites themselves are fixed, so the model has polar displacements but no strain. With $V=L^3$, the energy per supercell is

$$E=\sum_{\rm sites}\left(\frac{p_e^2}{2\gamma_e}+\frac{p_i^2}{2\gamma_i}\right)+\frac1{2V}\sum_{\mathbf K\ne0}\frac{4\pi}{K^2}|\rho(\mathbf K)|^2,$$

where $\rho$ includes the defect and all dipoles. The second sum also contains the interaction of each smeared dipole with itself. This stiffens the dipoles, so a single site responds less than $\gamma_e$ and $\gamma_i$ alone would suggest. All dipoles are minimized at $q$. The ionic ones are then frozen, and the electronic ones are minimized at $q'$. For the isolated defect, the sum over supercell wavevectors becomes an integral over the Brillouin zone, so $T_{\rm iso}$ is not an extrapolation from supercells.

The response to a uniform field gives $\varepsilon_\infty=3.181$ and $\varepsilon_0=13.205$, hence $1/\varepsilon_\infty=0.314367$, $1/\varepsilon_0=0.075732$ and $D=0.238635$. For $+1\to0$,

$$\alpha\left[-0.075732+\frac{0.314367}{2}\right]=2.837297\times0.081452=0.2311$$

in hartree bohr. The directly calculated coefficient comes from fitting $L(T_{\rm iso}-T_L)$ for the three largest cells to a constant plus terms in $L^{-2}$ and $L^{-4}$:

| Transition | Direct (hartree bohr) | Derived (hartree bohr) |
|---|---:|---:|
| $+1\to0$ | 0.2310 | 0.2311 |
| $+1\to+2$ | 0.6610 | 0.6609 |
| $+2\to+1$ | 0.0159 | 0.0162 |
| $0\to-1$ | 0.4460 | 0.4460 |

Each pair was tested to agree within 0.001 hartree bohr.

At $L=48$ bohr, the $+1\to0$ energy is 0.00440 hartree. Adding $0.2311/48=0.00481$ gives 0.00921 hartree, against 0.00939 hartree (0.256 eV) for the isolated defect. The error falls from 136 meV to 5 meV. The isolated value itself depends on the chosen width of the defect charge and omits the short-range and reservoir terms, so the absolute error is the meaningful measure here, not its ratio to $T_{\rm iso}$.

The transition $+2\to+1$ shows the limit of a leading-order correction. Its bracket is $-0.151464+0.157184=0.005720$, so the two terms nearly cancel. At 48 bohr the correction is only about 9 meV, while the error left after applying it is $-14.3$ meV. Here the higher-order terms exceed the leading one. At 96 bohr the remaining error is $-1.5$ meV.

For the four transitions, doubling $L$ from 48 to 96 bohr reduces the remaining error by factors between 7.7 and 11. A pure $L^{-3}$ term would give 8 and a pure $L^{-5}$ term 32, so the factors are compatible with an $L^{-3}$ term that dominates in large cells. Higher orders can still be appreciable at 48 bohr, especially for $+1\to0$, where the factor is 11.

The frozen polarization can also be read from the dipoles at very small wavevector. After $+1\to0$ the distant charge is $-0.2386$, equal to $-D$ as part (f) requires. Multiplication by $\varepsilon_\infty$ gives $q_{\rm ion}=-0.759$. The ionic dipoles alone correspond to $-0.823$. The difference is a short-range electronic response that persists at zero macroscopic field. In that case the electronic energy along one axis is

$$\frac{p_e^2}{2\gamma_e}+\tfrac12M_{ee}p_e^2+M_{ei}p_ep_i .$$

The couplings $M_{ee}$ and $M_{ei}$ are sums over nonzero reciprocal-lattice vectors of terms that are positive, or zero when the vector has no component along the axis, so both are positive. Minimization gives $p_e=-M_{ei}p_i/(1/\gamma_e+M_{ee})$, opposite to $p_i$. The effective ionic charge therefore includes this electronic dressing and is smaller in magnitude than the bare one.

For the cycle between $+1$ and $0$, the forward and backward energies sum to 0.0442 hartree at $L=48$ bohr and to 0.0583 hartree for the isolated defect. The difference, 0.0141 hartree, agrees with $\alpha D/L=0.6771/48=0.0141$ hartree, or 0.384 eV. Without correction, the relaxation energy of the cycle would be 24% too small relative to the isolated value.

## (h) Other assignments of the screening

**Question.** Compare the bracket in part (d) with three alternatives: $\varepsilon_0$ for both total charges, $\varepsilon_\infty$ for both, and $\varepsilon_\infty$ for the final but $\varepsilon_0$ for the initial total charge. When does an alternative agree?

**Solution.** Subtract the derived bracket from each alternative, using $q'^2-q^2=2q\Delta+\Delta^2$. The first two differences are

$$\frac{q'^2-q^2}{2\varepsilon_0}-\frac{q\Delta}{\varepsilon_0}-\frac{\Delta^2}{2\varepsilon_\infty}=-\frac{\Delta^2D}{2},$$

$$\frac{q'^2-q^2}{2\varepsilon_\infty}-\frac{q\Delta}{\varepsilon_0}-\frac{\Delta^2}{2\varepsilon_\infty}=q\Delta D.$$

For the mixed choice, expand $q'^2=q^2+2q\Delta+\Delta^2$. The $\Delta^2$ terms cancel, leaving

$$\frac{q'^2}{2\varepsilon_\infty}-\frac{q^2}{2\varepsilon_0}-\frac{q\Delta}{\varepsilon_0}-\frac{\Delta^2}{2\varepsilon_\infty}=\frac{q^2D}{2}+q\Delta D=\frac{q(q+2\Delta)D}{2}.$$

With $D>0$, the first alternative fails for every nonzero $\Delta$. The second agrees for $q=0$. The third agrees for $q=0$ and for $q=-2\Delta$, which includes $+2\to+1$. In that last case the agreement comes from the particular charges, not from a correct assignment of screening.

At $L=48$ bohr, $\alpha D/(2L)$ is 192 meV. For $+1\to+2$ the derived correction leaves an error of 14 meV relative to the isolated defect, while the three alternatives leave $-178$, $398$ and $590$ meV. For $+2\to+1$ the mixed choice leaves the same $-14$ meV as the derived one. A check on that transition alone could not distinguish them; $+1\to0$ does, with $-5$ meV for the derived correction and $-197$ meV for the mixed one. The numerical output lists the remaining cases.

## Numbers as computed

```
Lattice constant: 8.0 bohr
Polarizabilities, electronic and ionic: 102.4, 614.4 bohr^3
Gaussian widths, electronic, ionic, defect: 2.40, 2.72, 2.40 bohr
eps_inf = 3.18100, eps_0 = 13.20451 (dimensionless)
1/eps_inf = 0.314367, 1/eps_0 = 0.075732, difference = 0.238635
Madelung constant alpha = 2.837297 (dimensionless)
Long-range charge, relaxed +1: 0.075732 e
Long-range charge, after +1 -> 0: -0.238635 e
Effective frozen ionic charge: -0.759098 e
Bare ionic dipole charge: -0.823313 e
Coefficient of 1/L in T_iso - T_L (hartree bohr): measured, derived
  +1 -> +0: 0.23095, 0.23110
  +1 -> +2: 0.66101, 0.66085
  +2 -> +1: 0.01592, 0.01623
  +0 -> -1: 0.44598, 0.44598
Transition +1 -> 0: L (bohr), T_L, correction, corrected T (hartree)
  32: 0.0015825, 0.0072220, 0.0088044
  48: 0.0043978, 0.0048146, 0.0092125
  64: 0.0057141, 0.0036110, 0.0093251
  80: 0.0064738, 0.0028888, 0.0093626
  96: 0.0069699, 0.0024073, 0.0093772
Isolated +1 -> 0: 0.0093936 hartree = 0.2556 eV
Remaining error at L = 48 bohr (meV): derived, all eps_0, all eps_inf, mixed
  +1 -> +0: -4.93, -196.85, -388.77, -196.85
  +1 -> +2: 13.86, -178.05, 397.70, 589.62
  +2 -> +1: -14.32, -206.24, -782.00, -14.32
  +0 -> -1: 4.47, -187.45, 4.47, 4.47
Remaining error at L = 96 bohr (meV): derived, all eps_0, all eps_inf, mixed
  +1 -> +0: -0.45, -96.41, -192.37, -96.41
  +1 -> +2: 1.61, -94.35, 193.53, 289.49
  +2 -> +1: -1.48, -97.43, -385.31, -1.48
  +0 -> -1: 0.58, -95.38, 0.58, 0.58
Neutral final state, 1/L coefficient: measured 0.33847, derived 0.33854 hartree bohr
Neutral final state, correction at L = 48 bohr: 191.92 meV
Forward plus backward, 1/L coefficient: measured 0.67694, derived 0.67708 hartree bohr
Forward plus backward (+1, 0): L = 48 bohr 0.0442118, isolated 0.0583346 hartree
```
